The ionic dielectric tensor and the Lyddane-Sachs-Teller relation

A charged defect in a periodic supercell interacts with its own images, and in a cubic host with inversion symmetry the leading correction for this interaction is inversely proportional to the dielectric constant. If the ions are allowed to relax around the defect but the correction is made with the electronic constant alone, the correction is too large whenever the displacements of the ions carry a dipole moment; if they carry none, the two constants coincide. In the cubic model crystal treated below, the electronic constant is 2.20 and the constant with relaxed ions is 5.70, so the error is a factor of 2.59. In a crystal of low symmetry the mistake is not even a common factor, because the ions need not enlarge all components of the dielectric tensor in the same proportion, and they can also turn its principal axes. What is needed is the contribution of the ions, as a tensor, from quantities that belong to one primitive cell.

Consider an insulating crystal with cell volume Ω and N ions per cell. Atomic units are used, with e = 1 and 4πε_vac = 1, so that D = E + 4πP. Ion κ is displaced from equilibrium by u_κα along the Cartesian direction α, equally in every cell, and the 3N displacements form a column u. The macroscopic field E is the field averaged over a cell. The shape and volume of the cell are held fixed, and the electrons follow the ions adiabatically.

Let U(u, D) be the energy per cell, including that of the field. Its change under a small variation is dU = (Ω/4π) E·dD − f·du, where f is the column of forces on the ions. Since the field is to be the controlled variable, define F = U − (Ω/4π) E·D. The product rule removes the term in dD and leaves

dF = −(Ω/4π) D·dE − f·du.

For small displacements and fields, F is expanded to second order. There is no term linear in u, because the forces vanish at equilibrium. A term linear in E would describe a spontaneous polarization; it adds a constant to D and is dropped, so that D and P denote changes. The remaining terms are

F = ½ uᵀC u − Eᵀ Z u − (Ω/8π) Eᵀ ε∞ E.

This defines the three inputs. C is the 3N × 3N matrix of force constants at E = 0, ε∞ is the dielectric tensor with the ions clamped, and the 3 × 3N matrix Z holds the Born effective charges. Differentiation gives

D = −(4π/Ω) ∂F/∂E = ε∞E + (4π/Ω) Z u,
f = −∂F/∂u = −C u + ZᵀE.

At E = 0 the first line reads ΩP = Zu, so Z is the dipole moment of the cell per unit displacement. The second line shows that the same numbers give the force on a clamped ion per unit field. The two meanings agree because both are the one mixed derivative of F.

Two sum rules follow from translation. A rigid shift of the crystal at E = 0 produces no forces, hence Σ_κ' C_κα,κ'β = 0. In a uniform field the total force on a neutral cell vanishes, hence Σ_κ Z_κ,aα = 0. The first rule means that C has no ordinary inverse. In a stable crystal, however, the three rigid translations are the only displacements that it annihilates, and every other one costs energy.

In a static field the ions move until f = 0, that is, until

C u = ZᵀE.

A symmetric matrix can produce any column orthogonal to its null space, and no other. The forces ZᵀE add up to zero over the ions by the second sum rule, so they are orthogonal to the rigid translations, and a solution exists:

u = C⁺ZᵀE + (any rigid translation).

Here C⁺ is the inverse of C on the space orthogonal to translations, and zero on the translations themselves. The undetermined translation does no harm, since it contributes nothing to Zu. Insertion into D gives

D = ε∞E + (4π/Ω) Z C⁺Zᵀ E,

and therefore

ε0 = ε∞ + (4π/Ω) Z C⁺Zᵀ.

With all indices written out,

ε0_ab = ε∞_ab + (4π/Ω) Σ_κα,κ'β Z_κ,aα (C⁺)_κα,κ'β Z_κ',bβ.

One factor Z turns the field into forces, C⁺ turns the forces into displacements, and the second Z turns these into a dipole. Since C⁺ has no negative eigenvalue, the ionic part cannot reduce the dielectric constant along any direction. In practice one may fix one ion, strike out its three rows and columns from C, and invert the rest. This picks the solution in which that ion is at rest. The equation struck out is still satisfied, because both the forces −Cu and the forces ZᵀE sum to zero over the ions.

The fixed cell is a real condition. If the cell may deform, a field can also produce strain, and strain can produce polarization. In a crystal with inversion symmetry this changes nothing at linear order: inversion reverses E and leaves the strain unchanged, so a strain proportional to E must vanish. In a piezoelectric crystal the free-cell constant contains a further term that the formula omits.

The condition E = 0 on the force constants is equally important. A calculation with periodic potentials and equal displacements in every cell meets it, because a periodic potential has no average slope. Force constants taken from a longitudinal wave do not meet it, as the dynamics will show.

Let M be the diagonal matrix of ionic masses, each repeated three times. For fields and displacements varying as exp(−iωt), with ω far below the electronic excitation energies and with damping neglected, Newton's equation Mü = f becomes

(C − ω²M) u = ZᵀE.

Set u = M^(−1/2) w and multiply from the left by M^(−1/2). The matrix M^(−1/2) C M^(−1/2) is symmetric, with orthonormal eigenvectors e_m and eigenvalues ω_m². Expansion of w in these eigenvectors gives

w = Σ_m e_m (s_m·E)/(ω_m² − ω²), with s_m = Z M^(−1/2) e_m.

For a rigid translation t, the eigenvector is proportional to M^(1/2) t, so that s_m is proportional to Zt = 0. The three acoustic modes drop out, and the sum runs over the optical modes:

ε(ω) = ε∞ + (4π/Ω) Σ_m s_m s_mᵀ/(ω_m² − ω²).

At ω = 0 this must return the static result, because the equation of motion then reduces to Cu = ZᵀE. The masses enter both s_m and ω_m, but they cancel from the sum: heavy ions respond slowly, yet in a static field the displacements of the ions relative to one another, and hence the dipole, are the same whatever the masses. In the opposite limit, with ω far above the vibrations but still below the electronic excitations, the ions cannot follow and ε(ω) tends to ε∞.

The frequencies ω_m belong to vibrations at E = 0. A vibration wave of small wavevector q can carry a field of its own. Take q small against the Brillouin zone but large against ω/c. Retardation is then negligible and E is parallel to the unit vector q̂, so E = 𝓔q̂. Without free charge, q̂·D = 0. Insertion of the expression for D gives

0 = 𝓔 (q̂·ε∞q̂) + (4π/Ω) q̂·Zu,
𝓔 = −(4π/Ω) (q̂·Zu)/(q̂·ε∞q̂).

The field opposes the polarization that causes it. Its force on the ions is Zᵀq̂𝓔. With v = Zᵀq̂, the total force is −C_L u, where

C_L = C + (4π/Ω) v vᵀ/(q̂·ε∞q̂).

The added term has no negative eigenvalue, so the field stiffens the lattice against displacements with a dipole along q̂ and leaves the force constants for all others unchanged. It depends on the direction of q but not on its length, and for this reason the frequencies can approach different limits as q → 0 from different directions.

The frequencies with and without this field are linked by a product rule. In the basis of the optical eigenvectors e_m, the matrix of squared frequencies at E = 0 is A = diag(ω_m²). The field adds βσσᵀ, where σ_m = q̂·s_m and β = 4π/(Ω q̂·ε∞q̂). The acoustic modes have σ_m = 0 and do not take part. Factoring out A gives

det(A + βσσᵀ) = det A · det(1 + xσᵀ), with x = βA⁻¹σ.

The matrix 1 + xσᵀ leaves every vector orthogonal to σ unchanged and multiplies x by 1 + σ·x. Since σ·x is positive unless σ = 0, these vectors span the space, and the determinant is 1 + σ·x. If ω_m(q̂) denotes the frequencies with the field, then

Π_m ω_m²(q̂)/Π_m ω_m² = 1 + β Σ_m σ_m²/ω_m².

By the mode sum at ω = 0, (4π/Ω) Σ_m σ_m²/ω_m² = q̂·(ε0 − ε∞)q̂. Division by q̂·ε∞q̂ and addition of 1 give

Π_m ω_m²(q̂)/Π_m ω_m² = (q̂·ε0q̂)/(q̂·ε∞q̂).

Now let the crystal be cubic, with two ions per cell on sites of cubic or tetrahedral symmetry. Each 3 × 3 block of Z and C is then a number times the unit matrix. The sum rules leave one number for each: the charges are +Z and −Z, where Z now denotes a scalar, and the force constants are C₁₁ = C₂₂ = k and C₁₂ = C₂₁ = −k. With r = u₁ − u₂, the equations of motion are

M₁ü₁ = −k r + ZE,
M₂ü₂ = +k r − ZE.

Divide each by its mass, subtract, and define 1/μ = 1/M₁ + 1/M₂. The result is

μ r̈ = −k r + ZE.

In a static field r = ZE/k, and the dipole Zr gives

ε0 − ε∞ = 4πZ²/(Ωk).

In a transverse wave the polarization is perpendicular to q and creates no charge. Retardation still leaves a small transverse field. Maxwell's equations give q²E = (ω²/c²)(E + 4πP), and hence

E = 4πP ω²/(c²q² − ω²),

which is negligible for q ≫ ω/c. The transverse optical (TO) vibration therefore takes place at E = 0, and

ω_TO² = k/μ.

In the longitudinal optical (LO) vibration D = 0, so E = −4πZr/(Ωε∞). The equation of motion becomes μr̈ = −[k + 4πZ²/(Ωε∞)] r, and

ω_LO² = ω_TO² + 4πZ²/(Ωμε∞).

Divide by ω_TO² = k/μ. The mass cancels, and the last term contains the static ionic part:

ω_LO²/ω_TO² = 1 + 4πZ²/(Ωkε∞) = 1 + (ε0 − ε∞)/ε∞ = ε0/ε∞.

This is the Lyddane-Sachs-Teller relation. It can also be read from the frequency-dependent constant. By the equation for ω_LO, 4πZ²/(Ωμ) = ε∞(ω_LO² − ω_TO²), so that

ε(ω) = ε∞ + ε∞(ω_LO² − ω_TO²)/(ω_TO² − ω²) = ε∞(ω_LO² − ω²)/(ω_TO² − ω²).

The constant has a pole at ω_TO and a zero at ω_LO, where a field can exist with D = 0. Between the two it is negative. If Z = 0, the vibration carries no dipole, the two frequencies coincide and ε0 = ε∞. If instead k tends to zero at finite Z, ω_TO goes to zero and ε0 diverges, while ω_LO stays finite because the field supplies its restoring force. Close to this instability the harmonic expansion ceases to be adequate.

A model in which all inputs can be calculated shows where these quantities come from. Point ions of charge +1 and −1 sit on a rocksalt lattice with nearest-neighbour distance 2.80 Å, so Ω = 43.904 Å³. Their polarizabilities are 0.5 and 2.5 Å³, with sum α = 3.0 Å³, and their masses are 20 and 30 u, so μ = 12 u. Springs join nearest neighbours, with constants 2.50 eV/Å² along the bond and −0.19 eV/Å² across it. These are round parameters and describe no particular material.

In this lattice the field acting on each ion is the Lorentz field E_loc = E + (4π/3)P. The dipole of the cell is ΩP = r + αE_loc. With x now denoting 4πα/(3Ω), elimination of P gives

(1 − x) E_loc = E + (4π/3Ω) r.

Put this back into the dipole:

ΩP = r + [αE + x r]/(1 − x) = r/(1 − x) + αE/(1 − x).

The coefficient of r is the Born charge, and that of E gives the electronic constant:

Z = 1/(1 − x),
ε∞ = 1 + 3x/(1 − x) = (1 + 2x)/(1 − x).

For a relative displacement along a cubic axis, two of the six springs are stretched along the bond and four across it, so the short-range constant is k_s = 2(2.50) − 4(0.19) = 4.24 eV/Å². The force on the relative coordinate is

−k_s r + E_loc = −[k_s − (4π/3Ω)/(1 − x)] r + E/(1 − x).

The force per unit field is again Z, as it must be, and the bracket is k. The local field weakens the restoring force.

For the numbers, e² = 14.400 eV Å is restored, which gives 4πe²/Ω = 4.1215 eV/Å². With x = 0.2862,

Z = 1/0.7138 = 1.401,
ε∞ = 1.5724/0.7138 = 2.203,
k = 4.240 − 4.1215/(3 × 0.7138) = 4.240 − 1.925 = 2.315 eV/Å².

In this model, which contains no dipoles from the short-range overlap of the ions, the Born charge exceeds the ionic charge because, at E = 0, the polarization of the displaced sublattices acts on every ion through the Lorentz field (4π/3)P and induces dipoles parallel to it. These add x r/(1 − x) = 0.401 r to the dipole r of the bare charges. The static constant follows as

ε0 − ε∞ = 4.1215 × 1.401²/2.315 = 3.494,
ε0 = 2.203 + 3.494 = 5.697.

The local field removes 45 per cent of the short-range constant, so it has a large influence on ε0 through k as well as through Z.

A check that does not use the tensor formula is to apply a longitudinal external field with a small finite wavevector to the full lattice, with all Coulomb interactions summed, and to solve for every displacement and induced dipole. Because this lattice has inversion symmetry, a long static wave produces no piezoelectric polarization, so it measures the fixed-cell constant. The external field equals the longitudinal part of D. Since E = D − 4πP along q̂, the measured constant is

q̂·εq̂ = D/E = 1/(1 − 4πP/D).

At a wavevector of 5 × 10⁻⁴ Å⁻¹ this gives 5.697 with mobile ions and 2.203 with clamped ions, in agreement with the formula. The vibrations of the full lattice at the same wavevector have the quanta

ħω_TO = 0.0284 eV (6.87 THz),
ħω_LO = 0.0457 eV (11.04 THz).

Their squared ratio is 2.586, and ε0/ε∞ = 5.697/2.203 = 2.586. The lattice calculation treats the Coulomb interaction as instantaneous. This is reasonable here, since light of frequency ω_LO has the wavevector 2.3 × 10⁻⁵ Å⁻¹, about one twentieth of that of the wave. The neglect is small but visible in the last digits: with retardation, c²q² = ω²ε(ω) at this wavevector lowers the transverse frequency from 6.87 to 6.86 THz and raises the squared ratio to 2.594. The quoted values are the non-retarded limit to which the relation refers.

The same numbers show the cost of using force constants at the wrong field. The longitudinal constant is 2.586 k. If it replaced k in the static formula, the ionic part would be 3.494/2.586 = 1.351, and the dielectric constant would come out as 3.55 instead of 5.70. The stiffening by the field would have been counted as if it belonged to the springs, although ε0 is defined as the response to the total field E.

A triclinic crystal tests the tensor form. The same kind of model is used with three ions of charge +2, −1 and −1, each on an inversion centre. The cell vectors are (4.4, 0, 0), (0.5, 4.8, 0) and (0.7, 0.4, 5.4) Å, the fractional positions (0, 0, 0), (½, ½, 0) and (½, 0, ½), the polarizabilities 1.0, 1.5 and 2.0 Å³, and the masses 40, 20 and 30 u; ions of different sublattices closer than 4.2 Å are joined by springs of 6.0 eV/Å² along the bond and 1.5 eV/Å² across it. The crystal has six optical modes, and symmetry does not fix the principal axes of its dielectric tensors. In the order xx, yy, zz, xy, xz, yz, the components are

ε∞: 1.582, 1.597, 1.615, −0.010, −0.008, −0.010
ε0: 2.059, 2.072, 2.079, −0.105, −0.098, 0.001

The diagonal elements grow by about 30 per cent, whereas the xy element grows roughly elevenfold and the yz element changes sign. No common factor turns ε∞ into ε0. Screened waves along the three Cartesian axes and the diagonals (1,1,0), (0,1,1) and (1,0,1) determine all six components of a symmetric tensor, and the values with mobile ions agree with the formula to a relative difference of at most 1.3 × 10⁻⁷. The response at half the lowest optical frequency was also tested against the mode sum.

In this crystal the relation between frequencies and dielectric constants needs the whole product. For a wave along x, the fourth optical quantum rises from 0.0688 to 0.0763 eV, the largest shift among the six when they are taken in order of frequency. Its squared ratio is 1.23, while the ratio of dielectric constants is 2.0588/1.5819 = 1.3015. The product over all six modes is 1.3015 as well. Along z the main shift is in the third quantum, from 0.0625 to 0.0677 eV, and the product and the dielectric ratio are both 1.288. The numerical output lists all the quanta.

For a charged supercell, the tensor enters through the potential of the defect charge. For a charge Q that is compact on the scale of 1/k, the Fourier component at a small wavevector k (here a vector, not the force constant) satisfies ik·D = 4πQ. With E = −ikφ and D = εE,

φ(k) = 4πQ/(k·εk).

The choice of ε depends on what the ions do. If they relax in the field of the charge and the crystal is not piezoelectric, as is guaranteed by inversion symmetry, ε is ε0. In a piezoelectric crystal, zincblende included, the non-uniform field of the charge also strains the lattice locally, even when the supercell is held fixed. The polarization of this strain adds a screening term that depends on the direction of k and that ε0, derived at fixed strain, does not contain. If the charge changes so quickly that the ions stay in place, as in a vertical electronic transition, the potential of the added charge is screened by ε∞. Both statements hold at long range and in linear response. Close to the defect, where displacements are large and the field varies within a cell, neither tensor describes the screening, and the ions there have to be treated explicitly.

Values computed for the example and the checks

```
CUBIC CRYSTAL (rocksalt lattice)
nearest-neighbour distance = 2.80 A, cell volume = 43.904 A^3
ion charges = [ 1. -1.] e; polarizabilities = [0.5 2.5] A^3
ion masses = [20. 30.] u; reduced mass = 12.000 u
spring radial = 2.50, transverse = -0.19 eV/A^2
e^2 = 14.39965 eV A; 4 pi e^2/V = 4.12152 eV/A^2
4 pi (sum of polarizabilities)/(3V) = 0.28622
short-range constant = 4.2400 eV/A^2
local-field softening = 1.9247 eV/A^2
force constant k = 2.3153 eV/A^2
Born charge Z = 1.4010 e
eps_inf = 2.2030
ionic part eps0 - eps_inf = 3.4941
eps0 from formula = 5.6971
small wavevector used = 5.0e-04 1/A
eps0 from screened wave = 5.6971
eps_inf from screened wave, ions clamped = 2.2030
TO quantum from full lattice = 0.02840 eV = 6.867 THz
LO quantum from full lattice = 0.04567 eV = 11.043 THz
(LO/TO)^2 from full lattice = 2.5861
eps0/eps_inf from formula = 2.5861
light wavevector at LO frequency = 2.31e-05 1/A
TRICLINIC CRYSTAL (three ions)
cell vector (A): [4.4 0.  0. ]
cell vector (A): [0.5 4.8 0. ]
cell vector (A): [0.7 0.4 5.4]
ion at [0. 0. 0.] (fractional): +2 e, 1.0 A^3, 40 u
ion at [0.5 0.5 0. ] (fractional): -1 e, 1.5 A^3, 20 u
ion at [0.5 0.  0.5] (fractional): -1 e, 2.0 A^3, 30 u
spring radial = 6.0, transverse = 1.5 eV/A^2, cutoff = 4.2 A
cell volume = 114.048 A^3
eps_inf row:    1.5819   -0.0096   -0.0082
eps_inf row:   -0.0096    1.5966   -0.0100
eps_inf row:   -0.0082   -0.0100    1.6147
eps0 row:    2.0588   -0.1049   -0.0982
eps0 row:   -0.1049    2.0719    0.0007
eps0 row:   -0.0982    0.0007    2.0795
optical quanta at E = 0 (eV): 0.05566 0.05782 0.06248 0.06878 0.08583 0.08712
optical quanta, wave along x (eV): 0.05586 0.05914 0.06250 0.07628 0.08594 0.08715
product of squared frequency ratios, x = 1.3015
eps0/eps_inf projected on x = 1.3015
optical quanta, wave along z (eV): 0.05566 0.05937 0.06775 0.06992 0.08583 0.08735
product of squared frequency ratios, z = 1.2879
eps0/eps_inf projected on z = 1.2879
largest relative gap, wave against formula, six directions = 1.3e-07
```
